\section*{Landauer conductance from the Kubo formula for any cross-section, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the Kubo formula to the trace formula by Green functions}

\subsection{The question}

An electron passing from a metal silicide into heavily doped silicon crosses three different regions. In the metal it moves freely, in the depletion layer it tunnels, and beyond that layer it moves freely again. Suppose a small voltage is applied and we wish to calculate the conductance. Linear-response theory needs a surface through which the current is counted and a description of where the voltage falls. Should the surface lie in the metal, in the barrier or in the silicon? Must the voltage profile be known?

The Landauer formula asks neither question. It contains the probability of transmission from one lead to the other. Below, this formula is derived twice from the Kubo formula, and each derivation shows in its own way why the cross-section drops out.

\subsection{Region, leads and cross-sections}

Electrons without mutual interaction move on a lattice with a one-particle Hamiltonian $H$ of finite range. Both spins behave alike, and a factor 2 will account for them. A finite region $C$ is joined to a left lead and a right lead, both semi-infinite. The sites of $C$ coupled to the left lead form its left surface, and those coupled to the right lead form its right surface. The two surfaces have no site in common, and the leads are not coupled directly.

A cross-section is described by a real site function $P(x)$, which also denotes the diagonal matrix with these entries. We require
\begin{equation}
P=0 \ \text{on the left lead and left surface},\qquad
P=1 \ \text{on the right lead and right surface}.
\label{eq:P}
\end{equation}
If $P$ takes the values 0 and 1 inside $C$, it is a sharp cut, straight or jagged. Other real values inside $C$ are allowed too. The operator $P$ counts the electrons to the right of the cut, so its rate of change is the particle current from left to right,
\begin{equation}
J_P=\frac{i}{\hbar}[H,P],\qquad
(J_P)_{xy}=\frac{i}{\hbar}H_{xy}\,[P(y)-P(x)].
\label{eq:J}
\end{equation}
A bond carries current in $J_P$ only if $P$ differs at its ends. By \eqref{eq:P} no such bond touches a lead, so $J_P$ acts within $C$.

\subsection{The Kubo formula and the order of limits}

Let the system start with occupations $f_n=f(E_n)$ of the eigenstates of $H$. Raise the energy of the left side by a small amount $u$, with a spatial profile described by a second admissible function $Q$. The perturbation is $u(1-Q)$. The constant $u$ commutes with everything, which leaves $-uQ$. The occupations of the left lead are carried upwards with its levels, so $u$ is the full electrochemical drop between the leads, including any screening inside $C$.

Let the perturbation vary as $e^{-i\omega t+\eta t/\hbar}$ with small $\eta>0$. The first-order part of $i\hbar\dot\rho=[H-uQ,\rho]$ reads
\begin{equation}
(\hbar\omega+i\eta)\,\delta\rho_{nm}=(E_n-E_m)\,\delta\rho_{nm}-u\,Q_{nm}(f_m-f_n).
\end{equation}
We solve for $\delta\rho_{nm}$ and form the particle current $I=\sum_{mn}(J_P)_{mn}\,\delta\rho_{nm}$. From \eqref{eq:J}, $(J_Q)_{nm}=(i/\hbar)(E_n-E_m)Q_{nm}$, hence $Q_{nm}=-i\hbar (J_Q)_{nm}/(E_n-E_m)$. Therefore
\begin{equation}
I=i\hbar u\sum_{mn}\frac{f_m-f_n}{E_n-E_m}\,
\frac{(J_P)_{mn}(J_Q)_{nm}}{\hbar\omega+i\eta-(E_n-E_m)} .
\label{eq:response}
\end{equation}

Now the leads are made infinite, so that the spectrum is continuous, and afterwards $\omega\to0$ and $\eta\to0$. With $\Delta=E_n-E_m$,
\begin{equation}
\frac{1}{i\eta-\Delta}\to-\mathcal P\frac1\Delta-i\pi\delta(\Delta),
\end{equation}
where $\mathcal P$ denotes the principal value. If $H$ is real, its eigenfunctions can be chosen real, and $(J_P)_{mn}=ia_{mn}$, $(J_Q)_{mn}=ib_{mn}$ with $a$ and $b$ real and antisymmetric. The product $(J_P)_{mn}(J_Q)_{nm}=-a_{mn}b_{nm}=a_{mn}b_{mn}$ is then symmetric in $m$ and $n$. So is $(f_m-f_n)/\Delta$, while $1/\Delta$ is antisymmetric, and the principal part cancels. In the delta part $(f_m-f_n)/\Delta$ becomes $-f'(E)$, and $i\hbar u(-i\pi)=\pi\hbar u$. As the temperature goes to zero, $-f'(E)\to\delta(E-E_F)$ and
\begin{equation}
I=\pi\hbar u\,\mathrm{Tr}[J_PDJ_QD],\qquad D=\delta(E_F-H).
\end{equation}
The voltage is $u/e$, the electric current is $eI$ per spin, and there are two spins. The conductance is
\begin{equation}
\mathcal G=2e^2\pi\hbar\,\mathrm{Tr}[J_PDJ_QD].
\label{eq:kubo}
\end{equation}
This is the zero-temperature Kubo formula from which both derivations start. If a magnetic field makes $H$ complex, the cancellation still holds for $P=Q$, because the product is then $|(J_P)_{mn}|^2$. This is enough, since a steady current is the same through every cut and may be counted at $P=Q$.

The order of limits matters. In a closed finite system the number of electrons to the right of a cut is bounded, so its average rate of change over a long time tends to zero. A direct current requires leads that return nothing during the measurement.

\subsection{Eliminating the leads}

Write $E$ for $E_F$. Let $\tau_L$ be the block of $H$ that takes the left lead into $C$, and $g_L$ the retarded Green function of the isolated left lead. The equation $(E+i\eta-H)G^{\rm full}=1$, taken between the left lead and $C$, gives $G^{\rm full}_{LC}=g_L\tau_L^\dagger G$, where $G$ is the block of $G^{\rm full}$ on $C$. The right lead is treated alike. Inserted into the equation on $C$, this yields
\begin{equation}
G=[E-H_C-\Sigma]^{-1},\qquad \Sigma=\Sigma_L+\Sigma_R,\qquad
\Sigma_L=\tau_Lg_L\tau_L^\dagger,
\label{eq:G}
\end{equation}
and correspondingly for $\Sigma_R$. The matrices $\Sigma_L$ and $\Sigma_R$ act on the left and right surfaces. Define
\begin{equation}
\Gamma_{L,R}=i(\Sigma_{L,R}-\Sigma_{L,R}^\dagger),\qquad
\Gamma=\Gamma_L+\Gamma_R,\qquad A=i(G-G^\dagger).
\end{equation}
Since $G^{\rm full}-G^{{\rm full}\dagger}=-2\pi i\,\delta(E-H)$, the matrix $A$ is $2\pi D$ on $C$. From \eqref{eq:G}, $(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma$. Multiplying by $G$ on one side and $G^\dagger$ on the other, in both orders, gives
\begin{equation}
A=G\Gamma G^\dagger=G^\dagger\Gamma G .
\label{eq:A}
\end{equation}
Here $\eta$ has been set to zero inside $C$. That is allowed unless a bound state lies at $E$, which would add to $A$ a term that $\Gamma$ does not produce. We also assume that $E$ is not a band edge of a lead.

\subsection{The counting surface drops out}

Consider $K=\hbar\,\mathrm{Tr}[J_PAJ_QA]$ and write $X=AJ_QA$. Cyclic invariance gives
\begin{equation}
K=i\,\mathrm{Tr}[(H_CP-PH_C)X]=i\,\mathrm{Tr}[P(XH_C-H_CX)].
\label{eq:K1}
\end{equation}
In a system without leads $X$ would commute with $H_C$ and $K$ would vanish. Here the commutator lives on the surfaces. From $(E-H_C)G=1+\Sigma G$ and $A=G\Gamma G^\dagger$,
\begin{equation}
H_CA=EA-\Gamma G^\dagger-\Sigma A,\qquad
AH_C=EA-G\Gamma-A\Sigma^\dagger,
\end{equation}
the second being the adjoint of the first. The terms with $E$ cancel:
\begin{equation}
XH_C-H_CX=\Gamma G^\dagger J_QA-AJ_QG\Gamma+\Sigma X-X\Sigma^\dagger .
\end{equation}
Now $P$ meets only surface matrices, and there it is 0 or 1. By \eqref{eq:P}, $P\Gamma=\Gamma P=\Gamma_R$, $P\Sigma=\Sigma_R$ and $\Sigma^\dagger P=\Sigma_R^\dagger$. With $\Sigma_R-\Sigma_R^\dagger=-i\Gamma_R$ we obtain
\begin{equation}
K=i\,\mathrm{Tr}\,\Gamma_R\left[G^\dagger J_QA-AJ_QG-iAJ_QA\right].
\end{equation}
Replace the first factor of the last term by $-iA=G-G^\dagger$. The term $-G^\dagger J_QA$ cancels the first one, leaving $GJ_QA-AJ_QG$. Inserting $A=i(G-G^\dagger)$ gives
\begin{align}
GJ_QA-AJ_QG&=i\left[GJ_QG-GJ_QG^\dagger-GJ_QG+G^\dagger J_QG\right]\nonumber\\
&=i\left[G^\dagger J_QG-GJ_QG^\dagger\right],
\end{align}
and therefore
\begin{equation}
\hbar\,\mathrm{Tr}[J_PAJ_QA]=\mathrm{Tr}\,\Gamma_R\left[GJ_QG^\dagger-G^\dagger J_QG\right].
\label{eq:noP}
\end{equation}
The function $P$ has disappeared. The current may be counted at any admissible cross-section.

\subsection{The voltage profile drops out}

For the first term of \eqref{eq:noP} use $GH_C=EG-1-G\Sigma$ and $H_CG^\dagger=EG^\dagger-1-\Sigma^\dagger G^\dagger$:
\begin{equation}
G(H_CQ-QH_C)G^\dagger=GQ-QG^\dagger+G(Q\Sigma^\dagger-\Sigma Q)G^\dagger .
\end{equation}
The bracket on the right is $\Sigma_R^\dagger-\Sigma_R=i\Gamma_R$. Multiplying by $i$ and taking the trace with $\Gamma_R$, for which $Q\Gamma_R=\Gamma_RQ=\Gamma_R$, we find
\begin{equation}
\hbar\,\mathrm{Tr}[\Gamma_RGJ_QG^\dagger]
=\mathrm{Tr}[\Gamma_RA]-\mathrm{Tr}[\Gamma_RG\Gamma_RG^\dagger]
=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger],
\label{eq:first}
\end{equation}
where the last step uses $A=G\Gamma G^\dagger$. Exchanging $G$ with $G^\dagger$ and $\Sigma$ with $\Sigma^\dagger$ reverses the signs of $A$ and $\Gamma_R$ in the commutator terms. With $A=G^\dagger\Gamma G$,
\begin{equation}
\hbar\,\mathrm{Tr}[\Gamma_RG^\dagger J_QG]
=-\mathrm{Tr}[\Gamma_RA]+\mathrm{Tr}[\Gamma_RG^\dagger\Gamma_RG]
=-\mathrm{Tr}[\Gamma_RG^\dagger\Gamma_LG].
\label{eq:second}
\end{equation}
Subtracting \eqref{eq:second} from \eqref{eq:first} gives
\begin{equation}
\hbar^2\,\mathrm{Tr}[J_PAJ_QA]=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]+\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\end{equation}
The two terms describe transmission in opposite directions. They are equal, since adding $\mathrm{Tr}[\Gamma_LG\Gamma_LG^\dagger]$ turns the first into $\mathrm{Tr}[\Gamma_LG^\dagger\Gamma G]$ and the second into $\mathrm{Tr}[\Gamma_LG\Gamma G^\dagger]$, and by \eqref{eq:A} both are $\mathrm{Tr}[\Gamma_LA]$. Call the common value $T$. Since $D=A/2\pi$ and $\pi\hbar=h/2$,
\begin{equation}
\mathcal G=\frac{2e^2\pi\hbar}{4\pi^2}\,\frac{2T}{\hbar^2}
=\frac{2e^2}{h}\,T,\qquad
T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\label{eq:landauer}
\end{equation}

The region $C$ may be enlarged by layers of the leads. The Kubo trace belongs to the whole system and does not change, so $T$ does not change either. The cuts may therefore lie far inside the leads.

\subsection{One impurity, and a cut that misses part of the width}

Take a chain with hopping $-t_0$ and one site raised by $\varepsilon$. At wave number $k$ per site the energy is $-2t_0\cos k$ relative to the band centre, and each half-chain contributes $-t_0e^{ik}$ to the self-energy. At the impurity $G_{00}=1/(2it_0\sin k-\varepsilon)$. Let $C$ consist of the impurity and its two neighbours. Each step to a neighbour multiplies the Green function by $e^{ik}$, and $\Gamma_L=\Gamma_R=2t_0\sin k$ on the end sites, so
\begin{equation}
T=\frac{4t_0^2\sin^2k}{4t_0^2\sin^2k+\varepsilon^2}.
\label{eq:impurity}
\end{equation}
For $\varepsilon=0$ the conductance is $2e^2/h$ and not infinite, because the voltage is measured between leads that feed a single channel.

The same chain shows the order of limits. Let it be closed, with 600 sites, $\varepsilon=1.5\,t_0$ at the middle, and $E_F$ between levels 210 and 211. Equation \eqref{eq:impurity} gives $T=0.586$. Now raise the left half suddenly by $10^{-3}t_0$, evolve the states by diagonalization, and count electrons 15 sites beyond the impurity between the times $40\,\hbar/t_0$ and $240\,\hbar/t_0$. The fastest waves travel two sites per $\hbar/t_0$ and return from the ends after this window. If the initial occupations are smeared with a thermal energy of $0.02\,t_0$, about twice the level spacing, the rate is $0.586\,u/h$ per spin. If instead the lowest 210 or 211 levels are filled sharply, it is $0.38$ or $0.89\,u/h$. As nothing else was changed, the discrepancy comes from the sharp filling of discrete levels. Averaged up to $10^5\,\hbar/t_0$, the rate of the smeared chain falls to $0.001\,u/h$.

Condition \eqref{eq:P} also excludes incomplete cuts. In a strip four sites wide and seven long, with hopping 1 eV, site energies drawn at random between $-1$ and $1$ eV, and $E$ at $-0.7$ eV from the lead band centre, $T=1.116$. If $J_P$ keeps the current of the two rows on one side of the strip, between the third and fourth columns, the Kubo trace gives $0.746$; between other columns the same two rows give values from $0.27$ to $0.78$. The rest of the current flows past the counter.

\section{The scattering derivation, the comparison and a contact}

\subsection{What is carried over}

The lattice Hamiltonian $H$ describes a finite region $C$ between two infinite leads. A site function $P$, equal to 0 on the left and 1 on the right, defines the particle current $J_P=(i/\hbar)[H,P]$ towards the right, and $Q$ is another such function. The starting point is
\begin{equation}
\mathcal G=2e^2\pi\hbar\,\mathrm{Tr}[J_PDJ_QD],\qquad D=\delta(E-H),
\label{eq:kubo2}
\end{equation}
at the Fermi energy $E$. On $C$ the retarded Green function is $G=(E-H_C-\Sigma_L-\Sigma_R)^{-1}$, with $\Sigma_L=\tau_Lg_L\tau_L^\dagger$ and $\Gamma_L=i(\Sigma_L-\Sigma_L^\dagger)$, where $\tau_L$ takes the left lead into $C$ and $g_L$ is the Green function of that lead alone. The right lead is described alike. The first derivation gave $\mathcal G=(2e^2/h)\,\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$. The second starts again from \eqref{eq:kubo2} and uses wave functions in place of surface algebra.

The Green-function derivation has turned the Kubo formula into the trace formula and shown that neither the counting surface nor the voltage profile affects the conductance, provided each cut separates the leads completely. The scattering derivation itself, the comparison of the two and the calculation for a silicide contact remain.
